# Stiff Integration of Becker–Döring Equations for Closed Dopant Cluster Chains

## The decision: equilibrium value or time integration

A silicon layer with all its arsenic active is to be heated at 800 °C. Its sheet resistance depends on how much arsenic stays isolated on lattice sites. One must decide whether the equilibrium active concentration is good enough for the planned anneal, or whether the clustering must be followed in time. If it must, a solver has to be chosen that can cross widely separated time scales without losing dopant. Both choices depend on the relaxation rates of the cluster equations.

## Equations and conservation

Let \(c_n\) be the concentration of clusters with \(n\) dopant atoms, \(n=1,\dots,N\). The layer is uniform and isothermal, and only monomers move. The net flux from size \(n\) to \(n+1\) is

\[
J_n=u_n-v_n,\qquad u_n=k_nc_1c_n,\qquad v_n=d_{n+1}c_{n+1}.
\]

The largest size is closed: \(J_N=0\). Each event at \(n\ge2\) uses one monomer, and each dimerization uses two, so

\[
\dot c_n=J_{n-1}-J_n\quad(n\ge2),\qquad
\dot c_1=-2J_1-\sum_{n=2}^{N-1}J_n .
\]

In matrix form \(\dot{\mathbf c}=\mathbf f(\mathbf c)=S\mathbf J\). Let \(\mathbf w=(1,2,\dots,N)^T\) count the dopants. The first column of \(S\) contributes \(-2+2=0\) to \(\mathbf w^TS\), and column \(n\ge2\) contributes \(-1-n+(n+1)=0\). Hence \(\mathbf w^TS=0\), and \(C=\sum_n nc_n\) is constant.

Closure matters here. If size \(N\) could still capture monomers but its product were not counted, the total would change at the rate \(-(N+1)k_Nc_1c_N\).

**Capture.** Around an absorbing sphere of radius \(r\), the steady monomer profile is \(c_1(1-r/\rho)\) at distance \(\rho\). Its gradient at the surface is \(c_1/r\), so the inflow is \(4\pi r^2D\,c_1/r=4\pi rDc_1\). Thus \(k_n=4\pi rD\) for immobile clusters that outlive the build-up of this profile, which takes a time of order \(r^2/D\). Two monomers have relative diffusivity \(2D\), but there are only \(c_1^2/2\) pairs per unit volume squared; the factors cancel and \(k_1=4\pi rD\) too. The same \(r\) is used for every size, so all \(k_n=k\).

**Detailed balance.** The clusters of sizes 2 to 4 are taken as As\(_n\)V: \(n\) arsenic neighbours around a vacancy V. The fourth neighbour completes the shell, which gives \(N=4\) a physical meaning. Let \(N_s\) be the density of lattice sites and \(x=c_1/N_s\ll1\). There are \(g_n=4!/[n!(4-n)!]\) ways to place the donors, so in equilibrium

\[
c_n=N_sg_nx^n e^{-G_n/k_BT}=Q_nc_1^n,\qquad
Q_n=N_s^{1-n}g_ne^{-G_n/k_BT}.
\]

For monomers \(g_1=1\), \(G_1=0\) and \(Q_1=1\). The free energy \(G_n\) excludes the placement entropy and includes the vacancy and electrons, both drawn from reservoirs of fixed chemical potential. Setting \(J_n=0\) in this distribution fixes the dissociation rate:

\[
d_{n+1}=k_n\frac{Q_nQ_1}{Q_{n+1}}
=kN_s\frac{g_n}{g_{n+1}}\,e^{(G_{n+1}-G_n)/k_BT}.
\]

A more strongly bound product has a lower \(G_{n+1}\) and dissociates more slowly, as it should.

## One equilibrium, reached from every start

In a stationary state \(\dot c_N=J_{N-1}=0\). Then \(\dot c_{N-1}=J_{N-2}-J_{N-1}=0\) gives \(J_{N-2}=0\), and so on down to \(J_1=0\). Each zero flux gives \(c_{n+1}=(Q_{n+1}/Q_n)c_1c_n\), hence \(c_n=Q_nc_1^n\). The monomer concentration follows from

\[
\sum_{n=1}^N nQ_nc_1^n=C .
\]

The left side rises continuously from zero without bound, so there is one positive root for each \(C>0\). For small \(C\) it tends to \(C\): nearly all dopant is isolated. For large \(C\) the last term dominates and \(c_1\simeq(C/NQ_N)^{1/N}\): added dopant goes mainly into the largest size.

To show that this state is reached, take the free energy in units of \(k_BT\),

\[
F=\sum_n c_n\left[\ln(c_n/Q_n)-1\right].
\]

A change of concentration unit only rescales \(F\) by a positive factor and adds a multiple of the conserved \(C\). Since \(\partial F/\partial c_n=\ln(c_n/Q_n)\equiv\mu_n\),

\[
\dot F=\boldsymbol\mu^TS\mathbf J=\sum_{n=1}^{N-1}J_n(\mu_{n+1}-\mu_n-\mu_1).
\]

Detailed balance turns the bracket into \(\ln(v_n/u_n)\), so

\[
\dot F=-\sum_{n=1}^{N-1}(u_n-v_n)\ln\frac{u_n}{v_n}\le0 .
\]

Both factors in each term have the same sign, and equality requires every flux to vanish. Concentrations cannot turn negative: at \(c_n=0\) the terms that remain in \(\dot c_n\) are gains. The motion is therefore confined to a bounded set, on which \(F\) has a lower bound. Any state with \(C>0\) and some empty sizes fills them at once, so no such state can be an end point. The trajectory must approach the equilibrium.

## Stiffness

Write \(c_n=c_n^{eq}(1+\varepsilon_n)\) and let \(\phi_n=u_n^{eq}=v_n^{eq}\). To first order

\[
J_n=\phi_n(\varepsilon_1+\varepsilon_n-\varepsilon_{n+1})
=-\phi_n(S^T\boldsymbol\varepsilon)_n .
\]

With \(P=\mathrm{diag}(c_n^{eq})\), \(\Phi=\mathrm{diag}(\phi_n)\) and \(\delta\mathbf c=P\boldsymbol\varepsilon=P^{1/2}\mathbf z\), this becomes

\[
\dot{\mathbf z}=-P^{-1/2}S\Phi S^TP^{-1/2}\mathbf z .
\]

The matrix multiplying \(-\mathbf z\) is symmetric and has no negative eigenvalue. All decay rates are therefore real, and no oscillation occurs near equilibrium. A zero rate needs \(S^T\boldsymbol\varepsilon=0\), or \(\varepsilon_n=n\varepsilon_1\). That single mode leads to the equilibrium of a different total \(C\), which conservation forbids.

A standard explicit Runge–Kutta method must keep its step within a few times \(1/\lambda\), where \(\lambda\) is the fastest rate, even after that mode has died out. One step of the Dormand–Prince 5(4) method multiplies a mode \(e^{-\lambda t}\) by

\[
R(z)=1+z+\frac{z^2}{2}+\frac{z^3}{6}+\frac{z^4}{24}+\frac{z^5}{120}+\frac{z^6}{600},
\qquad z=-h\lambda .
\]

Here \(h\) is the step. \(R\) returns to 1 at \(h\lambda\simeq3.31\), and longer steps amplify the mode. Backward Euler, the lowest-order backward differentiation formula (BDF), multiplies the mode by \(1/(1+h\lambda)\), which is below 1 for every positive step. Its step can follow the slow motion.

## Why the implicit solver keeps the dopant

At each step a BDF solver seeks the root of

\[
\mathbf R(\mathbf c)=\mathbf c-\mathbf p-\gamma h\,\mathbf f(\mathbf c),
\]

where \(\gamma\) is a constant of the method and \(\mathbf p\) combines earlier solutions with coefficients summing to one. If those solutions hold the total \(C\), then \(\mathbf w^T\mathbf p=C\). A Newton correction \(\Delta\) uses a matrix \(A\) for \(\partial\mathbf f/\partial\mathbf c\):

\[
(I-\gamma hA)\Delta=-\mathbf R .
\]

Multiply by \(\mathbf w^T\). The exact Jacobian is \(S\,\partial\mathbf J/\partial\mathbf c\), so \(\mathbf w^TA=0\); also \(\mathbf w^T\mathbf f=0\). Therefore

\[
\mathbf w^T\Delta=-(\mathbf w^T\mathbf c-C),\qquad
\mathbf w^T(\mathbf c+\Delta)=C .
\]

Apart from rounding, one correction restores the total, even if Newton's iteration has not converged. A Jacobian kept from an earlier step serves equally well, because it also satisfies \(\mathbf w^TA=0\).

Conservation is thus a test of the stoichiometry and the linear algebra. It does not measure the error of the individual \(c_n\). Agreement with equilibrium at late time is also a limited test: if all earlier solutions equal \(\mathbf c^{eq}\), then \(\mathbf R(\mathbf c^{eq})=0\) for any step. Equilibrium is thus an exact resting point of the method, and a numerical solution that settles there keeps no trace of errors made on the way. The transient needs its own check.

One such check is the chain with \(N=2\). Let \(y=c_1/C\), \(a=kC\) and \(d=d_2\). Since \(2c_2/C=1-y\),

\[
\dot y=-2ay^2+d(1-y)=-2a(y-y_+)(y-y_-),\quad
y_\pm=\frac{-d\pm\sqrt{d^2+8ad}}{4a}.
\]

Dividing by each factor and subtracting gives

\[
\frac{d}{dt}\ln\frac{y-y_+}{y-y_-}=-2a(y_+-y_-),
\]

and hence, for \(y(0)=1\),

\[
\frac{y-y_+}{y-y_-}=\frac{1-y_+}{1-y_-}e^{-2a(y_+-y_-)t}.
\]

For \(a=0.7\) and \(d=0.3\) in inverse time units, BDF reproduced this solution at eleven times up to \(t=5\) within an absolute tolerance of \(10^{-6}\) plus a relative one of \(10^{-5}\).

## Arsenic in silicon at 800 °C

The round parameters are \(C=5\times10^{20}\) cm⁻³, \(D=10^{-16}\) cm²/s, \(r=0.5\) nm, and \(G_2,G_3,G_4=0.2,-0.6,-1.4\) eV. With \(k_BT=0.0925\) eV and \(N_s=4.99\times10^{22}\) cm⁻³,

\[
k=4\pi(5\times10^{-8})(10^{-16})=6.28\times10^{-23}\ \text{cm}^3/\text{s},
\]
\[
d_2=\frac{kN_s}{6}e^{0.2/0.0925}=4.5\ \text{s}^{-1}.
\]

Likewise \(d_3=8.2\times10^{-4}\) s⁻¹ and \(d_4=2.2\times10^{-3}\) s⁻¹. The equilibrium concentrations are \(c_1=2.14\times10^{20}\), \(c_2=6.3\times10^{17}\), \(c_3=1.03\times10^{19}\) and \(c_4=6.34\times10^{19}\) cm⁻³. In units of \(10^{20}\) cm⁻³ the dopant sum is \(2.14+0.01+0.31+2.54=5.00\).

The nonzero relaxation rates are \(6.6\times10^{-4}\), \(1.7\times10^{-2}\) and 4.61 s⁻¹, a spread of about 7000. The fastest belongs to the dimers. In this mode the larger clusters hardly change, so \(\delta c_1\simeq-2\delta c_2\). In \(\dot c_2=J_1-J_2\) the leading terms are then \(\delta J_1\simeq2kc_1\,\delta c_1-d_2\,\delta c_2=-(d_2+4kc_1)\,\delta c_2\) and, from dimers capturing monomers, \(\delta J_2\simeq kc_1\,\delta c_2\). The rate is therefore \(d_2+5kc_1=4.547+5(0.01345)=4.61\) s⁻¹. The slowest corresponds to 1525 s.

Starting from isolated arsenic, the active concentration falls as follows.

| Time (s) | \(c_1\) (10²⁰ cm⁻³) |
|---:|---:|
| 60 | 4.74 |
| 600 | 3.57 |
| 3600 | 2.29 |
| 36000 | 2.14 |

After one hour, the equilibrium value differs from the integrated one by about 7 % of the former. After ten minutes the layer is still 67 % above equilibrium, and time integration is needed. These figures assume a fixed Fermi level and steady capture; the section on the physical model shows how much faster the layer may deactivate without these assumptions.

The early stage has a simple limit. Dimers quickly reach \(c_2\simeq kc_1^2/d_2\). If every trimer then grows to size 4 and none dissociates, each trimer formed removes four active atoms:

\[
\dot c_1\simeq-4kc_1c_2=-\frac{4k^2}{d_2}c_1^3,\qquad
\frac1{c_1^2}-\frac1{C^2}=\frac{8k^2}{d_2}t .
\]

Halfway to equilibrium, \(c_1=3.57\times10^{20}\) cm⁻³ and this gives 553 s; the full equations give 599 s. The limit fails near equilibrium, where dissociation balances growth.

## Numerical errors

With relative tolerance \(10^{-8}\) and run to \(9.2\times10^4\) s, BDF kept the total equal to \(C\) within \(9\times10^{-16}C\). The final \(c_n\) agreed with the algebraic root to a relative \(2\times10^{-11}\). A start with all arsenic in size 4 reached the same state. For the transient, BDF and the implicit Radau method differed by at most \(8.5\times10^{-9}C\) at 200 sampled times. The numerical output lists these figures.

The conservation argument was tested by multiplying the first row of the Jacobian by 0.95. In one-hour runs at relative tolerance \(10^{-5}\), the drift rose from \(4\times10^{-16}C\) to \(6\times10^{-7}C\). Opening size 4 to further capture lost 65 % of the arsenic from the count in one hour, a modelling error that tighter tolerances cannot cure.

At relative tolerance \(10^{-6}\), the explicit method took 5061 steps for one hour and BDF took 203. Over the second half hour the mean explicit step times the fastest rate was 3.30, so stability limited the step.

Closure at \(N=4\) rests on the full shell. In a chain that can grow further it is a truncation. Take \(\ln Q_n=-2(n^{2/3}-1)\), with concentrations in units of the saturated monomer value. For \(c_1>1\) the sum \(\sum nQ_nc_1^n\) diverges as \(N\to\infty\), so the infinite chain has no equilibrium above saturation. The closed chain still returns one. At five times the saturated total it puts 60 % of the dopant in the top quarter of sizes for \(N=500\) and 70 % for \(N=2000\), while \(c_1\) changes from 1.26 to 1.17. At half saturation \(c_1=0.702\) for both. Dependence on \(N\) exposes the artefact.

## Errors of the physical model

Vary the dopant sum at fixed \(C\). Since \(\delta\ln c_n=n\,\delta\ln c_1-\delta G_n/k_BT\),

\[
\delta\ln c_1=\frac{\sum_n nc_n\,\delta G_n/k_BT}{\sum_n n^2c_n}.
\]

Here size 4 holds 0.507 of the arsenic and \(\sum n^2c_n/C=2.65\). Raising \(G_4\) by 0.1 eV, or \(1.08k_BT\), gives \(1.08(0.507)/2.65=0.21\). The full solution gives a rise of 21 %, and a fall of 20 % for the opposite change. This exceeds the 7 % error of using equilibrium after one hour. Both figures assume a fixed Fermi level; if it follows the active arsenic, as described below, they shrink to about 10 % and 0.3 %.

Laser-annealed layers with several \(10^{20}\) cm⁻³ of active arsenic, which partly deactivate on later heating near 800 °C, are a real case of this kind. The energies here are round values chosen for that regime, so the active level is not a prediction. Real layers break the assumption of fixed reservoirs:

- **Electrons.** The \(G_n\) refer to the final Fermi level. For a parabolic band with a rough density-of-states mass of 1.1 electron masses, full ionization and neutral clusters, the Fermi level starts 0.124 eV higher. This lowers the initial \(d_2\), which releases two electrons, by a factor \(e^{2(0.124)/0.0925}\simeq15\). With \(k\) held fixed, the half-deactivation time drops from 599 to 96 s, and the excess over equilibrium is 20 % after ten minutes and 0.3 % after one hour. The mass matters: values from 0.9 to 1.5 electron masses give half-deactivation times from 82 to 116 s. So does the band shape: a nonparabolicity of 0.5 eV⁻¹ at mass 1.1 lowers the initial shift to 0.112 eV and gives 110 s, with excesses of 22 % and 0.4 %. Arsenic diffusivity also rises with electron density: if \(k\) has the value above at equilibrium and is proportional to \(c_1\), the half-deactivation time is about 52 s. At twice the total arsenic, the equilibrium active level becomes \(2.4\) instead of \(2.7\times10^{20}\) cm⁻³.
- **Vacancies.** The clusters need \(7.4\times10^{19}\) cm⁻³ of them. Creating vacancies within the lattice ejects self-interstitials, whose accumulation lowers the vacancy supply. At one tenth of the equilibrium vacancy concentration, the active level is \(3.4\times10^{20}\) cm⁻³ at fixed Fermi level, and \(2.7\times10^{20}\) cm⁻³ if the Fermi level follows the active arsenic.

The kinetics are less certain than the equilibrium. Capture spheres fill 26 % of the volume at the start, so the isolated-sphere rate is rough. For dimers the steady profile is also doubtful: it takes about \(r^2/D=25\) s to form, while at fixed Fermi level a dimer lives only \(1/d_2=0.22\) s. If each dimer appears in a uniform monomer field, averaging the transient rate \(4\pi rD(1+r/\sqrt{\pi Dt})\) over its life multiplies dimer capture by \(1+r\sqrt{d_2/D}\simeq12\). With \(d_3\) raised by the same factor, as detailed balance requires, the half-deactivation time falls to about 70 s, and the layer is within about 3 % of equilibrium after ten minutes. Even this is a continuum estimate, since an arsenic atom hops only about once per second. The computed times therefore illustrate the method and cannot by themselves settle the choice for a real anneal. A common factor in all \(k_n\) also multiplies all \(d_n\); it rescales time and leaves equilibrium unchanged. Dimers as mobile as monomers would double the monomer–dimer capture rate and roughly halve the early-stage time. Dimer–dimer encounters stay below 1 % of \(kc_1c_2\) at fixed Fermi level, where \(c_2/c_1\le0.007\), but the smaller initial \(d_2\) found above would raise this ratio to about 0.05.

Finally, \(\sqrt{2Dt}=8.5\) nm after one hour, so a layer only tens of nanometres thick also needs spatial diffusion. Precipitation of a separate arsenide phase is left out, and its effect is not estimated.

## Table of computed values

```
temperature: 1073.15 K, kT = 0.09248 eV
site density of Si: 4.9940e+22 cm^-3
total As: 5.00e+20 cm^-3; D = 1.0e-16 cm^2/s; r = 0.50 nm
G_2, G_3, G_4: 0.20 -0.60 -1.40 eV
configurations g_2, g_3, g_4: 6 4 1
capture coefficient k: 6.2832e-23 cm^3/s; k*C = 0.03142 1/s
dissociation rate d_2: 4.5470e+00 1/s
dissociation rate d_3: 8.2360e-04 1/s
dissociation rate d_4: 2.1963e-03 1/s
nonzero relaxation rates: 6.5573e-04 1.6811e-02 4.6140e+00 1/s
stiffness ratio fastest/slowest: 7.036e+03
slowest relaxation time: 1525.0 s; end time 9.1501e+04 s
t = 10 s: c_1..c_4 = 4.903e+20 3.300e+18 8.641e+17 1.367e+17 cm^-3
t = 60 s: c_1..c_4 = 4.736e+20 3.080e+18 2.711e+18 3.038e+18 cm^-3
t = 600 s: c_1..c_4 = 3.569e+20 1.753e+18 4.542e+18 3.148e+19 cm^-3
t = 3600 s: c_1..c_4 = 2.291e+20 7.247e+17 9.353e+18 6.035e+19 cm^-3
t = 36000 s: c_1..c_4 = 2.141e+20 6.335e+17 1.035e+19 6.339e+19 cm^-3
equilibrium c_1..c_4: 2.1412e+20 6.3353e+17 1.0349e+19 6.3392e+19 cm^-3
share of As in sizes 1..4: 0.42824 0.00253 0.06209 0.50714
half-deactivation time: 599.2 s
largest relative dopant drift, long run: 8.9e-16
largest relative error of final c_n: 1.7e-11
same, started from all As in size 4: 4.4e-12
largest BDF-Radau difference in c_n/C: 8.5e-09
free energy F/(C kT) at 1 s and end: -1.00820, -1.42506
1 h drift, exact / wrong Jacobian: 4.4e-16 / 5.8e-07
As lost in 1 h with open largest size: 64.63 %
1 h steps, RK45 / BDF: 5061 / 203
late RK45 step times fastest rate: 3.304
30-size chain, final error: 6.1e-09
capillary chain, total/saturation 0.5, N = 500: top-quarter share 4.925e-100, c_1/c_sat 0.7019
capillary chain, total/saturation 0.5, N = 2000: top-quarter share 0.000e+00, c_1/c_sat 0.7019
capillary chain, total/saturation 5.0, N = 500: top-quarter share 6.044e-01, c_1/c_sat 1.2637
capillary chain, total/saturation 5.0, N = 2000: top-quarter share 6.995e-01, c_1/c_sat 1.1659
NEGLECTED EFFECTS
dilute-lattice error of c_n: 0.86 %
conduction-band density N_c: 1.959e+20 cm^-3
Fermi level above band edge, start / end: 0.1674 / 0.0434 eV
half-deactivation time, moving Fermi level: 96.4 s
active As at total 1.0e+21, fixed / moving Fermi level: 2.722e+20 / 2.378e+20 cm^-3
vacancies needed by clusters: 7.437e+19 cm^-3
active As, vacancies at 0.1 of equilibrium: 3.353e+20 cm^-3
active As, G_4 lower / higher by 0.1 eV: 1.720e+20 / 2.590e+20 cm^-3
capture-sphere volume fraction at start: 0.262
largest c_2/c_1 during anneal: 6.76e-03
diffusion length sqrt(2Dt) in 1 h: 8.49 nm
```
